# The forbidden 200 spot of silicon in two zone axes

**Setting.** Silicon has the diamond structure: a face-centred cubic lattice of cubic parameter \(a\), with identical atoms at \((0,0,0)\) and \((\tfrac14,\tfrac14,\tfrac14)\) in units of \(a\). A reflection is \(\mathbf g=G(h_1,h_2,h_3)\) with \(G=2\pi/a\) and integer indices. It lies in the zero-order layer of the zone \([u_1u_2u_3]\) if \(h_1u_1+h_2u_2+h_3u_3=0\).

Hartree atomic units are used. A fast electron with wave number \(k\) and Lorentz factor \(\gamma\) crosses a perfect crystal elastically and without absorption. Its potential energy is \(V(\mathbf r)=\sum_{\mathbf g}V_{\mathbf g}e^{i\mathbf g\cdot\mathbf r}\), with the constant \(V_0\) set to zero, and its wave obeys
\[
(\nabla^2+k^2-2\gamma V)\psi=0 .
\]

## (a) Single scattering

**Question.** Treat the atoms as spherical and find which \(V_{\mathbf g}\) vanish. What follows for 200, \((1,1,\bar1)\) and \((1,\bar1,1)\)? Does charge at the bond centres change the result for 200?

**Answer.** With \(v(g)\) the Fourier transform of one atom's potential energy, \(V_{\mathbf g}=v(g)F/a^3\), where \(F=\sum_j e^{-i\mathbf g\cdot\mathbf r_j}\) runs over the eight atoms of the cubic cell. The sum factorizes:
\[
F=\left[1+e^{-i\pi(h_2+h_3)}+e^{-i\pi(h_1+h_3)}+e^{-i\pi(h_1+h_2)}\right]\left[1+(-i)^{s}\right],\quad s=h_1+h_2+h_3 .
\]
The first bracket is 4 if the indices are all even or all odd, and 0 if they are mixed. The second bracket is 0 if \(s\equiv2\pmod 4\), and all-odd indices never meet this condition because their \(s\) is odd. Thus \(V_{\mathbf g}\) vanishes for mixed indices and for all-even indices with \(s\equiv2\pmod 4\). The latter include 200, with \(s=2\), and 222, with \(s=6\), so single scattering gives no 200 beam. For both \((1,1,\bar1)\) and \((1,\bar1,1)\), \(s=1\) and \(F=4(1-i)\). They are allowed, with equal coefficients, called \(V_{111}\) below.

The four bonds of the atom at the origin have their centres at \((1,1,1)/8\), \((1,\bar1,\bar1)/8\), \((\bar1,1,\bar1)/8\) and \((\bar1,\bar1,1)/8\). Their 200 phase factors are \(-i,-i,+i,+i\), with sum zero. Identical spherical charges there leave 200 forbidden. For 222 all four factors equal \(i\), so such charge does make 222 appear.

## (b) Beam equations

**Question.** Derive equations for the beam amplitudes within a zero-order layer. Find the 200 amplitude to second order in the thickness \(t\).

**Answer.** Let \(z\) run along the zone axis and let \(\mathbf K\) be the transverse part of the incident wave vector. Write
\[
\psi=e^{ik_zz+i\mathbf K\cdot\mathbf r}\sum_{\mathbf g}\phi_{\mathbf g}(z)e^{i\mathbf g\cdot\mathbf r},\qquad k_z^2=k^2-K^2,
\]
with every \(\mathbf g\) perpendicular to \(z\). The amplitudes vary slowly, so \(\phi''\) is dropped against \(2k_z\phi'\). The coefficient of each plane wave then gives
\[
2ik_z\phi_{\mathbf g}'-\left(|\mathbf K+\mathbf g|^2-K^2\right)\phi_{\mathbf g}-2\gamma\sum_{\mathbf h}V_{\mathbf g-\mathbf h}\phi_{\mathbf h}=0 .
\]
For small tilt \(k_z\approx k\), and division by \(2k\) yields
\[
i\phi_{\mathbf g}'=\frac{|\mathbf K+\mathbf g|^2-K^2}{2k}\,\phi_{\mathbf g}+\frac{\gamma}{k}\sum_{\mathbf h}V_{\mathbf g-\mathbf h}\phi_{\mathbf h}\equiv\sum_{\mathbf h}M_{\mathbf g\mathbf h}\phi_{\mathbf h}. \tag{1}
\]
Initially \(\phi_0=1\) and all other amplitudes vanish. Expanding \(\phi(t)=e^{-iMt}\phi(0)\), the first-order term \(-itM_{200,0}\) is zero because \(V_{200}=0\). In the second-order term \(-\tfrac12t^2(M^2)_{200,0}\), the diagonal elements multiply \(M_{200,0}=0\) and drop out. Therefore
\[
\phi_{200}\simeq-\frac{t^2}{2}\left(\frac{\gamma}{k}\right)^2S,\qquad S=\sum_{\mathbf h}V_{200-\mathbf h}V_{\mathbf h}. \tag{2}
\]
Each term of \(S\) is one double-diffraction route.

## (c) The [011] zone with four beams

**Question.** Find a route to 200 through 111-type beams in the [011] zone. Keep the beams that it requires, set \(\mathbf K=-\tfrac12\mathbf g_{200}\), and solve for the 200 intensity. Discuss two limits.

**Answer.** The zone condition is \(h_2+h_3=0\). Both beams of part (a) satisfy it, and
\[
(1,1,\bar1)+(1,\bar1,1)=(2,0,0).
\]
Call the two intermediate beams A and B, and the 200 beam D. The tilt gives \(K^2=G^2\), \(|\mathbf K+\mathbf g_A|^2=|\mathbf K+\mathbf g_B|^2=2G^2\) and \(|\mathbf K+\mathbf g_D|^2=G^2\). Hence the diagonal elements are 0 for the incident beam and D, and \(G^2/2k\) for A and B.

The step from A to D is \(\mathbf g_B\), and that from B to D is \(\mathbf g_A\). All four forward couplings therefore equal \(u=(\gamma/k)V_{111}\), and the backward ones equal \(u^*\). A and B are coupled by the real number \(W=(\gamma/k)V_{022}\).

A and B start equal and obey the same equation, so they stay equal. With \(\chi=(\phi_A+\phi_B)/\sqrt2\) and \(\delta=G^2/2k+W\),
\[
i\phi_0'=\sqrt2u^*\chi,\quad i\chi'=\delta\chi+\sqrt2(u\phi_0+u^*\phi_D),\quad i\phi_D'=\sqrt2u\chi .
\]
Put \(u=|u|e^{i\theta}\), \(\chi=e^{i\theta}b\) and \(\phi_D=e^{2i\theta}d\); the phases then cancel. The difference \(\phi_0-d\) has zero derivative and stays at 1. The sum \(p=\phi_0+d\) obeys
\[
ip'=2\sqrt2|u|b,\qquad ib'=\delta b+\sqrt2|u|p .
\]
Differentiating the first equation and eliminating \(b\) gives
\[
p''+i\delta p'+4|u|^2p=0,\qquad p(0)=1,\quad p'(0)=0 .
\]
The substitution \(p=e^{-i\delta t/2}f\) removes the first derivative:
\[
f''+\Omega^2f=0,\quad \Omega^2=\frac{\delta^2}{4}+4|u|^2,\quad f(0)=1,\quad f'(0)=\frac{i\delta}{2}.
\]
Since \(d=(p-1)/2\), the intensity is
\[
I_{200}=\frac14\left|e^{-i\delta t/2}\left[\cos\Omega t+\frac{i\delta}{2\Omega}\sin\Omega t\right]-1\right|^2. \tag{3}
\]

*Thin crystal.* The initial values and the differential equation give \(p\simeq1-2|u|^2t^2\), hence \(I_{200}\simeq|u|^4t^4\). With one intermediate beam, (2) gives the amplitude \(-\tfrac12u^2t^2\) and a quarter of this intensity. The two routes add in phase.

*Large detuning.* For \(|\delta|\gg|u|\), take \(\delta>0\). Then \(\Omega\simeq\delta/2+4|u|^2/\delta\) and \(\delta/2\Omega\simeq1\), so \(p\simeq e^{4i|u|^2t/\delta}\) and
\[
I_{200}\simeq\sin^2(2|u|^2t/\delta).
\]
A negative \(\delta\) gives the same result. It holds up to corrections of order \(|u|^2/\delta^2\) in \(p\), and while \(16|u|^4t/|\delta|^3\ll1\). The intermediate beams stay weak, yet 200 still grows, on the longer length \(|\delta|/|u|^2\).

## (d) The [001] zone

**Question.** Can multiple scattering within the zero-order [001] layer excite 200?

**Answer.** No. In this layer \(h_3=0\), which excludes all 111-type beams. Zero is even, so an allowed reflection has \(h_1\) and \(h_2\) even. Then \(h_1+h_2\) is even, and \(1+(-i)^{h_1+h_2}\ne0\) requires
\[
h_1+h_2\equiv0\pmod 4 .
\]
Sums and differences of such vectors have the same property, whereas 200 has \(h_1+h_2=2\).

In (1), \(V_{\mathbf g-\mathbf h}\) therefore connects 200 only to beams that differ from it by an allowed vector, and the incident beam is not among them. The amplitudes of this group start at zero, and their derivatives depend on that group alone, so they remain zero. The argument holds for any thickness and any number of scatterings. Tilt enters only the diagonal of \(M\), so it holds for any \(\mathbf K\) for which (1) applies.

## (e) Four-beam numbers

**Question.** Take a model diamond-structure crystal with \(a=10\) bohr and atomic potential energy \(-Ze^{-r/R}/r\), where \(Z=14\) and \(R=0.5\) bohr. The electron has kinetic energy 4000 hartree (108.8 keV), so \(\gamma=1.2130\) and \(k=94.085\) bohr\(^{-1}\). Evaluate (3) at \(t=100\) bohr and at \(\Omega t=\pi\).

**Answer.** These are round parameters, not a fit to silicon. The atomic transform is \(v(g)=-4\pi Z/(g^2+R^{-2})\), and with the factors \(F\) it gives \(|V_{111}|=0.1920\) and \(V_{022}=-0.1966\) hartree. Then, in bohr\(^{-1}\),
\[
|u|=\frac{1.2130}{94.085}\times0.1920=0.002475,\qquad W=-0.002535,
\]
\[
\delta=\frac{(2\pi/10)^2}{2\times94.085}-0.002535=-0.000437,\qquad \Omega=0.004955 .
\]
At 100 bohr, (3) gives \(I_{200}=0.0036\). The thin-crystal form gives \((0.2475)^4=0.0038\), about 4% above it.

At \(\Omega t=\pi\), where \(t=634\) bohr (33.6 nm), \(p=-e^{-i\pi\delta/2\Omega}\) and \(I_{200}=\cos^2(\pi\delta/4\Omega)=0.995\). In this model nearly all the intensity reaches a beam whose structure factor is zero.

## (f) Many beams

**Question.** Evaluate \(S\) for the [011] zone and explain its size. Use the computed intensities below to judge part (c) and the role of the 111-type beams.

| \(t\) (bohr) | \(I_{200}\), on axis | \(I_{200}\), tilt of (c) |
|---:|---:|---:|
| 50 | \(1.8\times10^{-6}\) | \(1.7\times10^{-6}\) |
| 100 | \(3.6\times10^{-5}\) | \(6.0\times10^{-6}\) |
| 400 | 0.024 | 0.058 |
| 800 | 0.062 | 0.088 |
| 1000 | 0.046 | 0.34 |

**Answer.** The two routes of part (c) contribute \(2V_{111}^2=-0.0737i\) hartree\(^2\), with the phase of \((1-i)^2=-2i\). For \((3,1,\bar1)+(\bar1,\bar1,1)\), \(s=3\) and \(s=-1\), and both factors are \(1+i\). Their product is \(+2i\), of opposite sign. The two orders of this pair and of its mirror image make four routes, which contribute \(+0.0916i\). The sum over all routes is \(S=-0.00656i\), or 8.9% of the first pair alone.

Real space shows why. \(S\) is the 200 coefficient of \(V_p^2\), where \(V_p\) is the potential energy averaged along the beam, a sum of identical atomic columns. The 200 phase factor \(e^{-4\pi ix/a}\) is 1 at every lattice point, because \(x\) is there a multiple of \(a/2\). It is \(-1\) for the second atom, displaced by \(a/4\). The squares of the single columns therefore cancel in pairs, and only products of different columns remain. These are small because \(R=0.5\) bohr is short compared with the spacing \(a/4=2.5\) bohr within a pair.

At 50 bohr, (2) gives
\[
I_{200}\simeq\left[\frac{50^2}{2}\left(\frac{1.2130}{94.085}\right)^2 0.00656\right]^2=1.86\times10^{-6},
\]
within 10% of both table entries. At 100 bohr and the same tilt, the four-beam value 0.0036 is about 600 times the many-beam one. The cancellation in \(S\) accounts for a factor \(1/0.089^2\approx126\), the thin-crystal ratio. The rest arises because (2) no longer holds at 100 bohr, where the tilted many-beam intensity is only a fifth of what (2) gives. The ratio depends strongly on thickness: it is about 140 at 50 bohr and about 20 at 200 bohr. The four-beam model shows that the route works, but it does not predict the intensity. In thicker crystals the beam is substantial: 6% on axis at 800 bohr, and about a third at the tilt at 1000 bohr. The latter is the end of the computed range, not an established maximum. The table uses 363 beams. With about 2800 beams the entries at 50 and 100 bohr keep the digits shown, but the second digit moves in thick crystals. At 400, 800 and 1000 bohr the values become 0.023, 0.062 and 0.045 on axis, and 0.057, 0.083 and 0.35 at the tilt. The largest shift is 5%.

Removing every odd-index beam leaves no 200 intensity above rounding error. The remaining beams \((h_1,h_2,-h_2)\) are even and have \(s=h_1\), so allowed steps change \(h_1\) by multiples of 4, and 200 cannot be reached.

Removing just the four 111-type beams of the zone does not darken 200. Its largest on-axis intensity up to 1000 bohr becomes 0.077 (0.078 in a larger basis), against 0.062 with them. Beams such as \((3,1,\bar1)\) also lead to 200. The 111-type beams are thus sufficient to excite it, as part (c) shows, but not necessary.

In the [001] layer the largest computed \(I_{200}\), on axis and at two tilts, is below \(10^{-30}\), which is rounding error, while 220 reaches 0.16. The numerical output lists further values.

## (g) Beyond the zero-order layer

**Question.** Does part (d) survive if the layers \(h_3=\pm1\) of the [001] zone are admitted?

**Answer.** Its proof does not, because \((1,1,1)+(1,\bar1,\bar1)=(2,0,0)\) is then available. The factors are \((1+i)(1+i)=2i\), and the route product has magnitude 0.0369 hartree\(^2\).

An open route still does not fix an intensity. The mirror route \((1,\bar1,1)+(1,1,\bar1)\) has the factor \((1-i)^2=-2i\), and the four ordered products sum to zero. Each route is also weighted by propagation phases, which depend on the layer and on \(|\mathbf K+\mathbf g|^2\) of its intermediate beam. The routes through \((1,1,1)\) and \((1,\bar1,1)\) use the same layer, and their \(|\mathbf K+\mathbf g|^2\) are equal if \(\mathbf K\) has no component along the second cubic axis. Their contributions then cancel, on axis included, and so do those of the other two routes. For other tilts the phases differ, and these two-step routes need not cancel. The proof of part (d), which holds for any tilt, therefore belongs to the zero-order layer.

## Calculated quantities

```
lattice parameter a = 10.0 bohr = 0.5292 nm
atomic charge Z = 14; screening length R = 0.50 bohr
kinetic energy = 4000 hartree = 108.8 keV
Lorentz factor = 1.2130; wave number k = 94.085 1/bohr
structure factor sum, (1,1,-1): 4.000 -4.000 i
structure factor magnitude, 200: 4.9e-16
bond-centre sum magnitude, 200: 9.8e-16; 222: 16.00
fewest scatterings to 200 in [011]: 2; in [001], l=0: None
|V_111| = 0.19196 hartree; V_022 = -0.19662 hartree
|u| = 0.002475 1/bohr; W = -0.002535 1/bohr
delta = -0.000437 1/bohr; Omega = 0.004955 1/bohr
four-beam thickness pi/Omega = 634.1 bohr = 33.55 nm
four-beam I_200 at pi/Omega = 0.9952
four-beam I_200 at 100 bohr = 0.00360
thin four-beam intensity, two routes / one route = 4.000
111-pair route sum, imaginary part = -0.073700 hartree^2
311+111 route sum, imaginary part = 0.091599 hartree^2
all-route sum, imaginary part = -0.006561 hartree^2
same sum from real-space integral = -0.006561 hartree^2
all-route sum / 111-pair sum = 0.0890
number of beams in [011] calculation = 363
many-beam [011]: t (bohr), I_200 axis, I_200 Bragg tilt, I_(1,1,-1) axis
     50  1.752e-06  1.703e-06  1.738e-02
    100  3.581e-05  6.024e-06  7.188e-02
    200  2.659e-03  2.432e-03  1.600e-01
    400  2.357e-02  5.847e-02  4.027e-02
    600  5.612e-02  1.117e-01  7.982e-02
    800  6.173e-02  8.774e-02  6.789e-02
   1000  4.553e-02  3.447e-01  5.862e-02
largest [011] I_200, axis: 0.06173 at 800 bohr = 42.33 nm
largest [011] I_200, Bragg tilt: 0.34473 at 1000 bohr = 52.92 nm
largest change of axis I_200 with more beams = 2.6e-04
largest axis I_200 without odd beams = 4.7e-33
largest axis I_200 without the four 111 beams = 0.07706
largest [001] l=0 I_200, three tilts = 6.8e-31
largest [001] l=0 I_220 on axis = 0.1582
one l=+-1 route product magnitude = 0.036850 hartree^2
sum of four such products, magnitude = 2.1e-17 hartree^2
```
